# Car-Parrinello orbital frequencies from linearization about the ground state

## 1. Definitions and conventions

The nuclei are held fixed. There are $N$ orbitals $\psi_i$, each holding two electrons. Indices $i,j,k$ label occupied orbitals and $a,b$ label empty ones. Hartree atomic units are used. The density and the energy are

$$n=2\sum_i|\psi_i|^2,\qquad E=2\sum_i\langle\psi_i|\hat T|\psi_i\rangle+\int v_{\rm ext}\,n\,d\mathbf r+E_{\rm Hxc}[n],$$

where $\hat T$ is the kinetic operator and $E_{\rm Hxc}$ collects the Hartree and exchange-correlation energies. It is assumed to depend on the density alone, which excludes exact exchange.

Car-Parrinello dynamics gives the orbitals a fictitious inertia $\mu$ through the Lagrangian

$$L=\mu\sum_i\langle\dot\psi_i|\dot\psi_i\rangle-E+\sum_{ij}\Lambda_{ij}\big(\langle\psi_i|\psi_j\rangle-\delta_{ij}\big).$$

The multipliers $\Lambda_{ij}$ form a Hermitian matrix and keep the orbitals orthonormal.

The ground state is taken to be a minimum of $E$ with real orbitals $\phi$ and levels $\varepsilon$, so that $H\phi_p=\varepsilon_p\phi_p$ with $H=\hat T+v$ and $v=v_{\rm ext}+\delta E_{\rm Hxc}/\delta n$. The $N$ lowest levels are filled, and a gap $E_{\rm gap}>0$ separates them from the empty ones.

The frequencies to be examined are

$$\omega_{ai}=\sqrt{\frac{2(\varepsilon_a-\varepsilon_i)}{\mu}}.\tag{1}$$

Within linear order, (1) holds for all occupied-empty modes if $H$ is frozen. If $H$ follows the density, (1) still holds for imaginary orbital displacements, but real displacements have shifted frequencies.

## 2. Equation of motion

Vary $\psi_i^*$. The density changes by $2\,\delta\psi_i^*\psi_i$, so the energy changes by

$$2\langle\delta\psi_i|\hat T|\psi_i\rangle+\int v\,2\,\delta\psi_i^*\psi_i\,d\mathbf r=2\langle\delta\psi_i|H|\psi_i\rangle .$$

The factor 2 is the occupation. The kinetic term contributes $\mu\ddot\psi_i$, and therefore

$$\mu\ddot\psi_i=-2H\psi_i+\sum_j\Lambda_{ij}\psi_j.\tag{2}$$

At rest in the ground state the left side vanishes, which requires $\Lambda_{ij}=2\varepsilon_i\delta_{ij}$.

The 2 in (1) depends on these conventions. With fictitious kinetic energy $m\langle\dot\psi_i|\dot\psi_i\rangle$ and a common occupation $f$, equation (2) reads $m\ddot\psi_i=-fH\psi_i+\dots$, and the frozen-$H$ result becomes $\omega^2=f(\varepsilon_a-\varepsilon_i)/m$. The choice here is $f=2$, $m=\mu$. The choice $f=1$, $m=\mu/2$ gives the same frequencies, while $f=2$, $m=\mu/2$ gives $\omega^2=4(\varepsilon_a-\varepsilon_i)/\mu$.

## 3. Linearization

Write $\psi_i=\phi_i+\delta\psi_i$ with

$$\delta\psi_i=\sum_a c_{ai}\phi_a+\sum_j u_{ji}\phi_j .$$

To first order, $\langle\psi_i|\psi_j\rangle=\delta_{ij}+u_{ij}+u_{ji}^*$. Orthonormality requires $u_{ij}=-u_{ji}^*$, so $u$ is anti-Hermitian. The coefficients $c_{ai}$ are unrestricted at this order.

In (2), $H$ changes by $\delta H$ and $\Lambda$ by $\delta\Lambda$. Keeping first-order terms gives

$$\mu\,\delta\ddot\psi_i=-2H\delta\psi_i-2\,\delta H\,\phi_i+2\varepsilon_i\,\delta\psi_i+\sum_j\delta\Lambda_{ij}\phi_j.\tag{3}$$

**Occupied part.** The scalar product with $\phi_k$ gives

$$\mu\ddot u_{ki}=2(\varepsilon_i-\varepsilon_k)u_{ki}-2\langle\phi_k|\delta H|\phi_i\rangle+\delta\Lambda_{ik}.$$

Regard each term as a matrix with row $k$ and column $i$. The first term on the right is Hermitian, because exchanging the indices and conjugating gives

$$(\varepsilon_k-\varepsilon_i)u_{ik}^*=(\varepsilon_k-\varepsilon_i)(-u_{ki})=(\varepsilon_i-\varepsilon_k)u_{ki}.$$

The other two terms are Hermitian as well. The left side is anti-Hermitian. A matrix that is both Hermitian and anti-Hermitian is zero, so $\ddot u=0$, and $\delta\Lambda$ cancels the remaining terms. Rotations among occupied orbitals meet no restoring force. This reflects the fact that such a rotation changes neither the density nor the energy.

A steady rotation would make $u$ grow until first order no longer suffices. The initial conditions $u=\dot u=0$ are therefore taken from here on.

**Empty part.** The scalar product of (3) with $\phi_a$ removes the constraint term, since $\langle\phi_a|\phi_j\rangle=0$:

$$\mu\ddot c_{ai}=-2(\varepsilon_a-\varepsilon_i)c_{ai}-2\langle\phi_a|\delta H|\phi_i\rangle.\tag{4}$$

The level $\varepsilon_a$ comes from the force on the displaced orbital, and $-\varepsilon_i$ comes from the constraint force. If $H$ is frozen, $\delta H=0$, and (4) is a set of independent oscillators with the frequencies (1).

## 4. Response of the Hamiltonian

Split $c_{ai}=x_{ai}+iy_{ai}$ into real and imaginary parts. Since the $\phi$ are real,

$$\delta n=2\sum_i\phi_i(\delta\psi_i+\delta\psi_i^*)=4\sum_{ai}x_{ai}\phi_a\phi_i+4\sum_{ij}({\rm Re}\,u_{ji})\,\phi_i\phi_j .$$

The last sum vanishes, because ${\rm Re}\,u$ is antisymmetric and $\phi_i\phi_j$ is symmetric. The imaginary parts $y$ do not appear: to first order they leave the density alone. Away from the nodes of $\phi_i$ they turn the local phase of the orbital by a small, position-dependent angle; at a node the displaced orbital is small and purely imaginary, so the angle is not small there. The $x$ will be called density displacements and the $y$ phase displacements.

Let $f_{\rm Hxc}(\mathbf r,\mathbf r')=\delta^2E_{\rm Hxc}/\delta n(\mathbf r)\delta n(\mathbf r')$. Then $\delta H(\mathbf r)=\int f_{\rm Hxc}(\mathbf r,\mathbf r')\,\delta n(\mathbf r')\,d\mathbf r'$, and

$$\langle\phi_a|\delta H|\phi_i\rangle=4\sum_{bj}K_{ai,bj}x_{bj},$$

$$K_{ai,bj}=\iint\phi_a(\mathbf r)\phi_i(\mathbf r)f_{\rm Hxc}(\mathbf r,\mathbf r')\phi_b(\mathbf r')\phi_j(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

This matrix element is real, so it enters only the real part of (4). Let $D$ be the diagonal matrix with entries $\varepsilon_a-\varepsilon_i$. The two parts of (4) are

$$\mu\ddot y=-2Dy,\qquad \mu\ddot x=-2(D+4K)x.\tag{5}$$

The phase modes have the frequencies (1). The density modes have

$$\omega^2=\frac{2\lambda}{\mu},\qquad\lambda\ \text{an eigenvalue of}\ D+4K.\tag{6}$$

A calculation restricted to real orbitals contains no $y$. All its occupied-empty modes obey (6), and (1) is then an estimate that neglects $K$.

## 5. The same matrices from the energy

The restoring forces can be checked against the curvature of $E$. Set $u=0$ and keep orthonormality to second order:

$$\psi_i=\phi_i+\sum_ac_{ai}\phi_a-\tfrac12\sum_j(c^\dagger c)_{ji}\phi_j+\dots$$

The last term cancels the overlap $(c^\dagger c)_{ij}$ produced by the empty parts.

Let $\Delta n$ be the full density change. Expanding $E_{\rm Hxc}$ to second order in $\Delta n$, the terms linear in $\Delta n$ combine with the kinetic energy into the expectation value of the ground-state $H$:

$$E-E_0=2\sum_i\big[\langle\psi_i|H|\psi_i\rangle-\varepsilon_i\big]+\tfrac12\iint\delta n\,f_{\rm Hxc}\,\delta n'\,d\mathbf r\,d\mathbf r'.$$

In the quadratic term the first-order $\delta n$ suffices. The bracket equals $\sum_a|c_{ai}|^2\varepsilon_a-(c^\dagger c)_{ii}\varepsilon_i=\sum_a|c_{ai}|^2(\varepsilon_a-\varepsilon_i)$. The double integral gives $\tfrac12\cdot4\cdot4\,x^TKx=8x^TKx$. Hence

$$E-E_0=2x^T(D+4K)x+2y^TDy.\tag{7}$$

The fictitious kinetic energy of these displacements is $\mu(\dot x^T\dot x+\dot y^T\dot y)$. Lagrange's equation for $x$ is then $2\mu\ddot x=-4(D+4K)x$, in agreement with (5), and $y$ follows in the same way.

Equation (7) also shows a condition for oscillation. If $D+4K$ has a negative eigenvalue, the self-consistent state is a saddle point, and the corresponding displacement grows exponentially at first. A positive gap does not by itself exclude this.

## 6. Direction of the density shift

For a real vector $z$, define $\rho_z=\sum_{ai}z_{ai}\phi_a\phi_i$. Then $z^TKz=\iint\rho_zf_{\rm Hxc}\rho_z'\,d\mathbf r\,d\mathbf r'$. If the kernel is positive, meaning that this is never negative, then

$$z^T(D+4K)z\ge z^TDz\quad\text{for every }z.$$

The $p$-th eigenvalue of a symmetric matrix is the smallest value, over all $p$-dimensional subspaces, of the maximum of $z^TMz$ for unit $z$. The inequality therefore carries over to the eigenvalues taken in order: each density frequency is at or above the phase frequency of the same rank. For a negative kernel the inequality is reversed. A pair repulsion whose Fourier transform $\tilde w(\mathbf q)$ is nowhere negative is a positive kernel, because $z^TKz$ is then a sum of terms $\tilde w(\mathbf q)|\tilde\rho_z(\mathbf q)|^2$ with positive weights. A local energy $\int e(n)\,d\mathbf r$ with $e''<0$ is a negative kernel, because $z^TKz=\int e''(n)\rho_z^2\,d\mathbf r$. The first places the density modes at or above the phase modes of the same system, and the second at or below them. The comparison is made at the same $D$; changing the interaction also changes the levels and hence $D$ itself. With both present, the net sign can differ from mode to mode.

## 7. The gap sets the bottom of the phase spectrum

The smallest entry of $D$ joins the highest occupied and the lowest empty level:

$$\omega_{\min}^{\rm phase}=\sqrt{\frac{2E_{\rm gap}}{\mu}}.\tag{8}$$

As the gap closes, this frequency goes to zero and the orbitals lose their restoring force in that phase direction. The lowest density frequency is set by the gap together with the kernel.

The low end matters when the nuclei move. Let a prescribed small nuclear motion change the external potential by a real term proportional to $\cos\Omega t$. It enters (4) through $\delta H$ and drives $x$, not $y$. For the amplitude $\xi$ along one eigenvector of $D+4K$,

$$\mu\ddot\xi=-2\lambda\xi-2g\cos\Omega t,$$

where $g$ is the projected strength of the perturbation. Inserting $\xi=A\cos\Omega t$ gives $\mu(\omega^2-\Omega^2)A=-2g$. An orbital that followed the instantaneous ground state would have $A_0=-g/\lambda=-2g/(\mu\omega^2)$. Thus

$$\frac{A}{A_0}=\frac{\omega^2}{\omega^2-\Omega^2}.$$

The driven response is close to the ground-state response when $\Omega^2\ll\omega^2$ for the density modes involved, and it fails near resonance.

## 8. The cutoff sets the top

The largest entry of $D$ is $\varepsilon_{\rm top}-\varepsilon_1$, the full span of levels in the basis. Take plane waves with kinetic energy up to $E_{\rm cut}$, and let $T_{\max}\le E_{\rm cut}$ be the largest kinetic energy actually present. Let the potential $v$ be local, with mean $\bar v$, minimum $v_{\min}$ and maximum $v_{\max}$.

*Lower bound.* Take the normalized cosine and sine of the largest wavevector. Since $\cos^2+\sin^2=1$, their expectation values of $v$ average to $\bar v$. At least one of them therefore has energy no lower than $T_{\max}+\bar v$, and $\varepsilon_{\rm top}$ is at least that. The constant function has energy $\bar v$, so $\varepsilon_1\le\bar v$. Subtraction gives $\varepsilon_{\rm top}-\varepsilon_1\ge T_{\max}$.

*Upper bound.* No state in the basis has energy above $T_{\max}+v_{\max}$ or below $v_{\min}$. Together,

$$T_{\max}\le\varepsilon_{\rm top}-\varepsilon_1\le T_{\max}+v_{\max}-v_{\min}.\tag{9}$$

If the range of $v$ stays bounded while the cutoff grows, the potential becomes a small correction. With $T_{\max}$ close to $E_{\rm cut}$,

$$\omega_{\max}^{\rm phase}\approx\sqrt{\frac{2E_{\rm cut}}{\mu}}.\tag{10}$$

## 9. Time step and the choice of $\mu$

For one mode the Verlet rule with step $\Delta t$ is $q_{s+1}-2q_s+q_{s-1}=-\omega^2\Delta t^2q_s$. Inserting $q_s=e^{i\Omega_{\rm V}s\Delta t}$ gives $2\cos(\Omega_{\rm V}\Delta t)-2=-\omega^2\Delta t^2$, or

$$4\sin^2\!\left(\frac{\Omega_{\rm V}\Delta t}{2}\right)=\omega^2\Delta t^2.$$

A real $\Omega_{\rm V}$ requires $\omega\Delta t\le2$. At equality the two solutions coincide and linear growth is possible, so the stable range is $\Delta t<2/\omega_{\max}$, with $\omega_{\max}$ taken over both kinds of mode. For small steps, $\Omega_{\rm V}\approx\omega(1+\omega^2\Delta t^2/24)$.

All frequencies scale as $\mu^{-1/2}$. A smaller $\mu$ raises the bottom of the spectrum but shortens the permitted step in proportion. The ratio

$$\frac{\omega_{\max}^{\rm phase}}{\omega_{\min}^{\rm phase}}=\sqrt{\frac{\varepsilon_{\rm top}-\varepsilon_1}{E_{\rm gap}}}$$

does not depend on $\mu$. This ratio and the estimate (10) assume one scalar $\mu$ for all plane-wave components. If the mass is made to grow in proportion to the kinetic energy $T$ above a threshold $E_p$, as $\mu T/E_p$, then $2T$ divided by the mass stays at $2E_p/\mu$ for the fast components, and the cutoff no longer sets the top of the spectrum.

## 10. Worked example

The model is a periodic line of length $\ell=10$ bohr with four electrons. With $g_1=2\pi/\ell$, the external potential in hartree is

$$v_{\rm ext}=-w\cos(2g_1x)-0.1\cos(g_1x-0.5),\qquad w=0.5 .$$

Electrons repel through $e^{-|x|}$, repeated periodically, and have the local exchange-like energy $-0.3\int n^{4/3}dx$. The cutoff is 20 hartree and $\mu=400$ a.u.

The self-consistent levels give $E_{\rm gap}=0.85326-0.58164=0.27162$ hartree and a span of $20.2655-0.4318=19.834$ hartree. From (8) and the largest entry of $D$,

$$\omega_{\min}^{\rm phase}=\sqrt{\frac{2(0.27162)}{400}}=0.03685,\qquad \omega_{\max}^{\rm phase}=\sqrt{\frac{2(19.834)}{400}}=0.3149\ \text{a.u.}$$

The periods are 4.12 fs and 0.483 fs. The lowest eigenvalue of $D+4K$ is 0.3413 hartree, so the lowest density frequency is $\sqrt{2(0.3413)/400}=0.0413$ a.u., with a period of 3.68 fs. It lies 12% above the phase value, which is the error of using (1) without the kernel, relative to (1).

At the top the shift has the opposite sign: the highest eigenvalue of $D+4K$ is 19.759 hartree, below the span. By section 6, the kernel of this model therefore cannot be positive. Its local part, $-\tfrac49(0.3)n^{-2/3}$, is negative, while the Fourier transform of the repulsion, $2/(q^2+1)$, falls with wavevector $q$. That the local part prevails for the rapidly varying products $\phi_a\phi_i$ at the top is a plausible reading, not separately tested.

With complex orbitals the largest stable step is $2/0.3149=6.35$ a.u., or 0.154 fs. With real orbitals only the density modes are present; the highest has $\sqrt{2(19.759)/400}=0.3143$ a.u., and the limit is 6.36 a.u. The frequency ratio is 8.545, so one period of the slowest phase mode needs more than $\pi\times8.545=26.8$ steps, that is at least 27.

Deepening the wells from $w=0.5$ to $2.0$ hartree raises the gap from 0.272 to 1.219 hartree. The lowest phase frequency rises from 0.0369 to 0.0781 a.u., a factor of $2.12=\sqrt{1.219/0.272}$, while the highest rises by less than 3%. Changing the cutoff at $w=0.5$ leaves the gap at 0.2716 hartree and moves the top:

| $E_{\rm cut}$ (hartree) | $\omega_{\max}^{\rm phase}$ (a.u.) | $\sqrt{2E_{\rm cut}/\mu}$ (a.u.) |
|---|---|---|
| 10 | 0.221 | 0.224 |
| 20 | 0.315 | 0.316 |
| 40 | 0.440 | 0.447 |
| 80 | 0.629 | 0.632 |

The estimate (10) is slightly high here because $T_{\max}$ falls short of the cutoff; at 40 hartree it is 38.7 hartree. Measured against $\sqrt{2T_{\max}/\mu}$, the highest phase frequency is 0.5% high at the smallest cutoff and 0.06% high at the largest, in keeping with (9).

The numerical check compares $D$ and $D+4K$ with finite-difference curvatures of the energy, and the frequencies with nonlinear constrained trajectories. The trajectory frequencies agree with the formulas to about one part in $10^4$, the size of the Verlet shift $\omega^2\Delta t^2/24$ for the step used, $\omega\Delta t=0.05$.

## Values computed for the example and the checks

```
Hartree atomic units (a.u.) unless a unit is given
cell length 10.0 bohr, electrons 4
fictitious mass mu 400 a.u., basis functions 21
largest kinetic energy in basis 19.7392 hartree
orbital energies e1, e2 0.43175 0.58164 hartree
orbital energies e3, e_top 0.85326 20.26550 hartree
gap e3-e2 0.27162 hartree
span e_top-e1 19.83376 hartree
lowest eigenvalue of D+4K 0.34133 hartree
highest eigenvalue of D+4K 19.75853 hartree
frequencies in a.u.: formula, trajectory
  lowest phase    0.036853 0.036856
  lowest density  0.041311 0.041316
  highest phase   0.314911 0.314944
  highest density 0.314313 0.314346
density/phase ratio, lowest 1.1210
period, lowest phase 4.1241 fs
period, lowest density 3.6790 fs
period, highest phase 0.4826 fs
highest/lowest phase ratio 8.545
trajectory frequency ratio, mu/4 to mu 2.0000
Verlet limit 6.3510 a.u. = 0.15362 fs
growth at 0.98 of limit, 400 steps 1.000
growth at 1.02 of limit, 30 steps 1.124e+04
Hessian/4 minus D+4K, largest 2.0e-05 hartree
Hessian/4 minus D, largest 2.0e-05 hartree
density-phase coupling, largest 0.0e+00 hartree
total-energy spread / peak kinetic 6.3e-04
free occupied rotation: angle 3.0001 rad
  expected angle 3.0000 rad
  energy change 2.2e-15 hartree
kernel sign, cutoff 5 hartree: lowest Hessian/4 (hartree)
  repulsion only: phase 0.20852, density 0.30300
  exchange only: phase 0.54433, density 0.47390
well (hartree), gap (hartree), lowest run, highest (a.u.)
  0.5  0.27162  0.036856  0.314911
  1.0  0.62954  0.056110  0.316994
  2.0  1.21918  0.078085  0.322967
cutoff, T_max, gap (hartree), highest run, sqrt(2Ecut/mu)
  (a.u.), and highest / sqrt(2T_max/mu)
  10  9.6722  0.27162  0.221029  0.223607  1.00498
  20  19.7392  0.27162  0.314944  0.316228  1.00239
  40  38.6888  0.27162  0.440399  0.447214  1.00121
  80  78.9568  0.27162  0.628752  0.632456  1.00059
```
